# Why macropore porosity can rise with depth at constant anodisation current: verification in Python

```python
# Result under test: macropores grown in silicon at constant applied current
# density J, with tips held at the critical current density Jc(c) ~ c^(3/2)
# and HF supplied by diffusion, have porosity p(z) = p0*(1 + z/ell)^3,
# where p0 = J/Jc(c0) and ell = 2*n*F*D*c0/(nu*Jc(c0)).
# c: HF concentration, c0: its bath value, D: HF diffusivity, z: depth,
# n: charges per dissolved Si, nu: HF molecules per dissolved Si,
# F: Faraday constant, rho: molar density of Si. SI units inside.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

F = const.value('Faraday constant')
rho = 1.0 / const.value('molar volume of silicon')
um = 1e-6

# Rough typical values for macropore etching of n-type silicon
c0 = 2500.0          # mol/m3
D = 2.0e-9           # m2/s
jc0 = 400.0          # A/m2, critical current density at c0
n_charge = 3.0
nu = 6.0
J = 100.0            # A/m2, applied
depth = 300 * um
pitch = 8 * um
temperature = 295.0  # K

kappa = nu / (n_charge * F * D)
ell = 2 * c0 / (kappa * jc0)
p0 = J / jc0
v0 = jc0 / (n_charge * F * rho)


def critical_current(c, m=1.5):
    return jc0 * (c / c0)**m


def c_formula(z):
    return c0 / (1 + z / ell)**2


def p_formula(z, length=ell):
    return p0 * (1 + z / length)**3


def time_formula(z):
    return ell / (4 * v0) * ((1 + z / ell)**4 - 1)


def grow_layers(total_depth, count, current, m=1.5):
    """Add layers one by one; tip HF follows from summed resistances."""
    h = total_depth / count
    z = (np.arange(count) + 0.5) * h
    c_tip, porosity = np.empty(count), np.empty(count)
    resistance = 0.0
    p = current(0.0) / jc0
    for i in range(count):
        j_now = current(z[i])
        for _ in range(12):
            c = c0 - kappa * j_now * (resistance + h / (2 * p))
            p = j_now / critical_current(c, m)
        c_tip[i], porosity[i] = c, p
        resistance += h / p
    return z, c_tip, porosity


def grow_transient(count):
    """Time-dependent diffusion with storage, inflow and a moving front."""
    h = depth / count
    q = J / (n_charge * F * rho)      # liquid inflow per sample area
    c, p, tips = np.empty(0), np.empty(0), []
    c_tip, elapsed = c0, 0.0
    for _ in range(count):
        c_mid = c_tip - kappa * critical_current(c_tip) * h / 2
        p_new = J / critical_current(c_mid)
        dt = p_new * h / q
        p = np.append(p, p_new)
        stored = np.append(p[:-1] * h * c, 0.0)   # new cell starts empty
        size = len(p)
        diag = p * h / dt
        rhs = stored / dt
        g_mouth = 2 * D * p[0] / h
        diag[0] += g_mouth
        rhs[0] += (g_mouth + q) * c0
        rhs[-1] -= nu * rho * q
        bands = np.zeros((3, size))
        if size > 1:
            g = 2 * D / (h * (1 / p[:-1] + 1 / p[1:]))
            diag[:-1] += g + q / 2
            diag[1:] += g - q / 2
            bands[0, 1:] = -g + q / 2
            bands[2, :-1] = -g - q / 2
            bands[1] = diag
            c = solve_banded((1, 1), bands, rhs)
        else:
            c = rhs / diag
        c_tip = c[-1] - nu * rho * q * h / (2 * D * p_new)
        tips.append(c_tip)
        elapsed += dt
    return (np.arange(count) + 0.5) * h, c, p, np.array(tips), elapsed


# Profile from summed resistances, for three applied currents
dev_layers = 0.0
for j_test in (50.0, 100.0, 150.0):
    z, c, p = grow_layers(depth, 600, lambda s, j=j_test: j)
    dev_layers = max(dev_layers, np.max(np.abs(c / c_formula(z) - 1)))
    expected = j_test / jc0 * (1 + z / ell)**3
    assert np.max(np.abs(p / expected - 1)) < 1e-3
assert dev_layers < 1e-3

# Initial slope is the exponent times the fractional depletion rate
depletion_rate = kappa * jc0 / c0
for m in (0.5, 1.0, 1.5, 2.0):
    z, c, p = grow_layers(0.002 / depletion_rate, 100, lambda s: J, m)
    slope = np.log(p[-1] / p[0]) / (z[-1] - z[0])
    assert abs(slope / (m * depletion_rate) - 1) < 5e-3

# Depth at which the porosity would formally reach one
z_limit = ell * (p0**(-1 / 3) - 1)
z, c, p = grow_layers(1.05 * z_limit, 1500, lambda s: J)
z_limit_layers = np.interp(1.0, p, z)
assert abs(z_limit_layers / z_limit - 1) < 2e-3


# Current ramp that should keep the porosity constant
def ramp_fraction(z):
    x = brentq(lambda y: y + 2 * z / ell * y**1.5 - 1, 0.0, 1.0)
    return x, x**1.5


z, c, p = grow_layers(depth, 600, lambda s: J * ramp_fraction(s)[1])
dev_ramp = np.max(np.abs(p / p0 - 1))
assert dev_ramp < 2e-3

# Full transient calculation against the quasi-steady result
z, c, p, tips, elapsed = grow_transient(500)
dev_transient = np.max(np.abs(p / p_formula(z) - 1))
dev_frozen = np.max(np.abs((c[:-1] + c[1:]) / 2 / tips[:-1] - 1))
total_time = time_formula(depth)
assert dev_transient < 5e-3
assert dev_frozen < 5e-3
assert abs(elapsed / total_time - 1) < 5e-3

# Sizes of neglected effects; the material inputs here are rough values
c_end, p_end = c_formula(depth), p_formula(depth)
leak = 0.1                                   # A/m2 of wall
wall_area = quad(lambda s: 4 * np.sqrt(p_formula(s)) / pitch, 0, depth)[0]
leak_share = leak * wall_area / J
widening = leak / (n_charge * F * rho) * total_time
p_top_leak = (np.sqrt(p0) + 2 * widening / pitch)**2
p_end_leak = p_end * (1 - leak_share)
assert p_end_leak > p_top_leak

outer_layer = 50 * um
outer_drop = kappa * J * outer_layer / c0
D_h2, h2_solubility = 5e-9, 0.8              # m2/s, mol/(m3 bar)
h2_tip = (4 - n_charge) / 2 / nu * D / D_h2 * (c0 - c_end)
p_blocked = p_formula(depth, 0.8 * ell)
activation = 0.35                            # eV
k_ev = const.k / const.e
per_kelvin = activation / (k_ev * temperature**2)
conductivity = 3.0                           # S/m
ohmic = (c0 - c_end) / (kappa * conductivity)
lateral = kappa * jc0 * np.sqrt(p0) * pitch / 2 / c0
doping, bias, eps_si = 5e20, 2.0, 11.9       # 1/m3, V, relative
scr = np.sqrt(2 * eps_si * const.epsilon_0 * bias / (const.e * doping))

print(f"Bath HF concentration: {c0/1000:.2f} mol/L")
print(f"HF diffusivity: {D*1e4:.1e} cm2/s")
print(f"Charges per Si: {n_charge:.0f}; HF per Si: {nu:.0f}")
print(f"Molar density of Si: {rho/1000:.2f} mol/L")
print(f"Critical current density in bath HF: {jc0/10:.1f} mA/cm2")
print(f"Applied current density: {J/10:.1f} mA/cm2")
print(f"Pore pitch: {pitch/um:.1f} um; final depth: {depth/um:.0f} um")
print(f"Depletion length ell: {ell/um:.0f} um")
print(f"Initial porosity: {p0:.3f}")
print(f"Initial slope of ln p: {1.5*depletion_rate*1e-4:.3f} per 100 um")
print("Depth um | HF mol/L | Jc mA/cm2 | porosity | width um | um/min")
for zz in np.array([0, 100, 200, 300]) * um:
    cc, pp = c_formula(zz), p_formula(zz)
    jj = critical_current(cc)
    speed = jj / (n_charge * F * rho) * 60 / um
    print(f"{zz/um:.0f} | {cc/1000:.3f} | {jj/10:.2f} | {pp:.3f} | "
          f"{np.sqrt(pp)*pitch/um:.2f} | {speed:.3f}")
print(f"Porosity ratio, bottom to top: {p_end/p0:.3f}")
print(f"Etching time, formula: {total_time/3600:.2f} h")
print(f"Etching time, transient calculation: {elapsed/3600:.2f} h")
print(f"Formal depth for porosity one: {z_limit/um:.0f} um")
print(f"Same depth from layer sum: {z_limit_layers/um:.0f} um")
for zz in np.array([100, 200, 300]) * um:
    x, r = ramp_fraction(zz)
    print(f"Constant-porosity ramp at {zz/um:.0f} um: "
          f"J {J*r/10:.2f} mA/cm2, tip HF {x*c0/1000:.3f} mol/L")
print(f"Largest HF deviation, layer sum: {100*dev_layers:.5f} %")
print(f"Largest porosity deviation, ramp: {100*dev_ramp:.5f} %")
print(f"Largest porosity deviation, transient: {100*dev_transient:.3f} %")
print(f"Largest change of HF after front passes: {100*dev_frozen:.3f} %")
print(f"Wall leakage assumed: {leak*100:.0f} uA/cm2 of wall")
print(f"Leakage share of applied current: {100*leak_share:.1f} %")
print(f"Wall recession at top, each side: {widening*1e9:.0f} nm")
print(f"Porosity with leakage: top {p_top_leak:.3f}, "
      f"bottom {p_end_leak:.3f}")
print(f"Outer diffusion layer assumed: {outer_layer/um:.0f} um")
print(f"HF drop across outer layer: {100*outer_drop:.1f} % of bath")
print(f"H2 diffusivity assumed: {D_h2*1e4:.1e} cm2/s")
print(f"H2 solubility assumed: {h2_solubility:.1f} mmol/(L bar)")
print(f"Dissolved H2 at tip without bubbles: {h2_tip:.1f} mmol/L")
print(f"Equivalent H2 pressure: {h2_tip/h2_solubility:.0f} bar")
print(f"Bottom porosity if bubbles cut D by 20 %: {p_blocked:.3f}")
print(f"Activation energy {activation:.2f} eV at {temperature:.0f} K")
print(f"Critical current change: {100*per_kelvin:.1f} % per K")
print(f"Electrolyte conductivity assumed: {conductivity/100:.3f} S/cm")
print(f"Ohmic drop along pore: {ohmic*1000:.0f} mV")
print(f"HF difference over half a pore width: {100*lateral:.2f} % of bath")
print(f"Doping {doping*1e-6:.1e} cm-3, band bending {bias:.1f} V")
print(f"Relative permittivity of Si: {eps_si:.1f}")
print(f"Space-charge width: {scr/um:.2f} um")
print(f"Wall thickness: top {(1-np.sqrt(p0))*pitch/um:.2f} um, "
      f"bottom {(1-np.sqrt(p_end))*pitch/um:.2f} um")
print("success")
```

It prints:

```
Bath HF concentration: 2.50 mol/L
HF diffusivity: 2.0e-05 cm2/s
Charges per Si: 3; HF per Si: 6
Molar density of Si: 82.93 mol/L
Critical current density in bath HF: 40.0 mA/cm2
Applied current density: 10.0 mA/cm2
Pore pitch: 8.0 um; final depth: 300 um
Depletion length ell: 1206 um
Initial porosity: 0.250
Initial slope of ln p: 0.249 per 100 um
Depth um | HF mol/L | Jc mA/cm2 | porosity | width um | um/min
0 | 2.500 | 40.00 | 0.250 | 4.00 | 1.000
100 | 2.132 | 31.50 | 0.317 | 4.51 | 0.787
200 | 1.839 | 25.24 | 0.396 | 5.04 | 0.631
300 | 1.603 | 20.54 | 0.487 | 5.58 | 0.513
Porosity ratio, bottom to top: 1.947
Etching time, formula: 7.20 h
Etching time, transient calculation: 7.19 h
Formal depth for porosity one: 708 um
Same depth from layer sum: 708 um
Constant-porosity ramp at 100 um: J 8.06 mA/cm2, tip HF 2.166 mol/L
Constant-porosity ramp at 200 um: J 6.81 mA/cm2, tip HF 1.935 mol/L
Constant-porosity ramp at 300 um: J 5.92 mA/cm2, tip HF 1.763 mol/L
Largest HF deviation, layer sum: 0.00001 %
Largest porosity deviation, ramp: 0.00000 %
Largest porosity deviation, transient: 0.059 %
Largest change of HF after front passes: 0.020 %
Wall leakage assumed: 10 uA/cm2 of wall
Leakage share of applied current: 9.0 %
Wall recession at top, each side: 108 nm
Porosity with leakage: top 0.278, bottom 0.443
Outer diffusion layer assumed: 50 um
HF drop across outer layer: 2.1 % of bath
H2 diffusivity assumed: 5.0e-05 cm2/s
H2 solubility assumed: 0.8 mmol/(L bar)
Dissolved H2 at tip without bubbles: 29.9 mmol/L
Equivalent H2 pressure: 37 bar
Bottom porosity if bubbles cut D by 20 %: 0.563
Activation energy 0.35 eV at 295 K
Critical current change: 4.7 % per K
Electrolyte conductivity assumed: 0.030 S/cm
Ohmic drop along pore: 29 mV
HF difference over half a pore width: 0.33 % of bath
Doping 5.0e+14 cm-3, band bending 2.0 V
Relative permittivity of Si: 11.9
Space-charge width: 2.29 um
Wall thickness: top 4.00 um, bottom 2.42 um
success
```
